# L2 magnetic scattering and the j = 1/2 state: test program

```python
"""
Claim under test: one t2g hole in a tetragonal field has no magnetic L2
dipole scattering when its pseudospin lies in the basal plane, for any
splitting Delta = E(xy) - E(yz,zx); only axial pseudospin tests j = 1/2.
psi: empty electron orbital; zeta: spin-orbit constant (eV).
v_a = P_j r_a psi, with P_j the projector on the 2p1/2 (L2) or 2p3/2 (L3)
core level; F_ab = <v_a|v_b>; magnetic vector w_x = Im F_yz and cyclic.
Dipole elements are in units of <p_x|y|xy>, so w is dimensionless.
psi_+ = A xy(up) + B [yz(down) + i zx(down)]/sqrt(2); g = A - B/sqrt(2).
"""
import numpy as np
from scipy.linalg import expm
from scipy import sparse

# Angular integrals by quadrature on the unit sphere.
nodes, gauss = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(16)/16
cos_t, azimuth = np.meshgrid(nodes, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
n = np.stack([sin_t*np.cos(azimuth), sin_t*np.sin(azimuth), cos_t],
             axis=-1).reshape(-1, 3)
weight = np.repeat(gauss/2, 16)/16

# d orbitals are n.T.n in the order xy, yz, zx, x2-y2, z2.
T = np.zeros((5, 3, 3))
for k, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    T[k, i, j] = T[k, j, i] = np.sqrt(15)/2
T[3] = np.diag([1, -1, 0])*np.sqrt(15)/2
T[4] = np.diag([-1, -1, 2])*np.sqrt(5)/2
d_orb = np.einsum("qi,kij,qj->kq", n, T, n)
d_grad = 2*np.einsum("kij,qj->kqi", T, n)
p_orb = np.sqrt(3)*n.T
p_grad = np.sqrt(3)*np.repeat(np.eye(3)[:, None, :], len(n), axis=1)
assert np.allclose((d_orb*weight) @ d_orb.T, np.eye(5))


def angular_momentum(orb, grad):
    """Matrices of -i r x grad in a real orbital basis."""
    action = -1j*np.cross(n[None, :, :], grad)
    return [np.einsum("aq,q,bq->ab", orb, weight, action[:, :, k])
            for k in range(3)]


spin = [np.array([[0, 1], [1, 0]], complex)/2,
        np.array([[0, -1j], [1j, 0]])/2,
        np.diag([0.5, -0.5]).astype(complex)]
l_d = angular_momentum(d_orb, d_grad)
l_p = angular_momentum(p_orb, p_grad)
L = [np.kron(m, np.eye(2)) for m in l_d]
S = [np.kron(np.eye(5), s) for s in spin]
LS_d = sum(np.kron(l, s) for l, s in zip(l_d, spin))
LS_p = sum(np.kron(l, s) for l, s in zip(l_p, spin))
dip = [np.kron((p_orb*weight*n[:, a]) @ d_orb.T, np.eye(2))
       for a in range(3)]
unit = dip[1][0, 0]          # <p_x|y|xy>
dip = [m/unit for m in dip]

core_e, core_v = np.linalg.eigh(LS_p)
assert np.allclose(core_e, [-1, -1, .5, .5, .5, .5])
core = {"L2": core_v[:, :2], "L3": core_v[:, 2:]}
P = {edge: c @ c.conj().T for edge, c in core.items()}


def tensor(psi, edge):
    v = [P[edge] @ m @ psi for m in dip]
    return np.array([[np.vdot(a, b) for b in v] for a in v])


def magnetic(psi, edge):
    F = tensor(psi, edge)
    return np.array([F[1, 2].imag, F[2, 0].imag, F[0, 1].imag])


def projector(k):
    return np.kron(np.diag(np.eye(5)[k]), np.eye(2))


def hole_doublet(H):
    """Highest doublet of the isolated t2g shell, as d-shell vectors."""
    vectors = np.linalg.eigh(H[:6, :6])[1][:, 4:6]
    return np.vstack([vectors, np.zeros((4, 2))])


def polarized(doublet, axis):
    """Member of the doublet with the largest orbital moment on an axis."""
    operator = sum(c*m for c, m in zip(axis, L))
    U = np.linalg.eigh(doublet.conj().T @ operator @ doublet)[1]
    return doublet @ U[:, -1]


X, Y, Z = np.eye(3)
zeta = 0.4


def hamiltonian(delta):
    return zeta*LS_d + delta*projector(0)


def closed_form(delta):
    E = (delta + zeta/2 + np.sqrt((delta - zeta/2)**2 + 2*zeta**2))/2
    ratio = np.sqrt(2)*(E - delta)/zeta
    A = 1/np.sqrt(1 + ratio**2)
    return E, A, ratio*A


# Many-electron check of the one-hole amplitude: 6 t2g + 6 core orbitals.
lower = sparse.csr_matrix([[0., 1.], [0., 0.]])
parity = sparse.diags([1., -1.])
annihilate = []
for mode in range(12):
    op = sparse.identity(1)
    for k in range(12):
        factor = parity if k < mode else (
            lower if k == mode else sparse.identity(2))
        op = sparse.kron(op, factor, format="csr")
    annihilate.append(op)
full = np.zeros(4096, complex)
full[-1] = 1
rng = np.random.default_rng(4)
test_psi = np.zeros(10, complex)
test_psi[:6] = rng.normal(size=6) + 1j*rng.normal(size=6)
test_psi /= np.linalg.norm(test_psi)
ground = sum(np.conj(test_psi[i])*(annihilate[i] @ full) for i in range(6))
excited = []
for a in range(3):
    out = np.zeros(4096, complex)
    for p in range(6):
        removed = annihilate[6 + p] @ ground
        for d in range(6):
            element = np.conj(dip[a][p, d])
            if abs(element) > 1e-12:
                out += element*(annihilate[d].T @ removed)
    excited.append(out)
for edge in ("L2", "L3"):
    final = [sum(np.conj(c[i])*(annihilate[6 + i] @ full)
                 for i in range(6)) for c in core[edge].T]
    amp = np.array([[np.vdot(f, e) for f in final] for e in excited])
    F_many = amp.conj() @ amp.T
    assert np.allclose(F_many, tensor(test_psi, edge).T, atol=1e-12)

# Tetragonal scan: diagonalized states against the closed formulas.
largest_L2 = 0.0
smallest_L3 = 1.0
quarter_d = expm(-0.5j*np.pi*(L[2] + S[2]))
J_p = np.kron(l_p[2], np.eye(2)) + np.kron(np.eye(3), spin[2])
quarter_p = expm(-0.5j*np.pi*J_p)
core_phase = np.linalg.eigvals(core["L2"].conj().T @ quarter_p @ core["L2"])
assert np.allclose(core_phase.real, np.cos(np.pi/4))
for delta in np.linspace(-2, 2, 41):
    H = hamiltonian(delta)
    levels = np.linalg.eigvalsh(H[:6, :6])
    E, A, B = closed_form(delta)
    g = A - B/np.sqrt(2)
    assert np.allclose(levels[-2:], E)
    assert np.min(abs(levels + zeta/2)) < 1e-12 and E > -zeta/2
    pair = hole_doublet(H)
    phase = np.linalg.eigvals(pair.conj().T @ quarter_d @ pair)
    assert np.allclose(phase.real, np.cos(3*np.pi/4))
    assert np.linalg.norm(P["L2"] @ dip[2] @ pair) < 1e-12
    assert np.linalg.norm(P["L3"] @ dip[2] @ pair) > 1e-3
    for angle in (0, 0.4, np.pi/4, np.pi/2):
        axis = np.cos(angle)*X + np.sin(angle)*Y
        psi, opposite = polarized(pair, axis), polarized(pair, -axis)
        w2, w3 = magnetic(psi, "L2"), magnetic(psi, "L3")
        largest_L2 = max(largest_L2, np.linalg.norm(w2))
        smallest_L3 = min(smallest_L3, np.linalg.norm(w3))
        assert np.allclose(w3, A*B/np.sqrt(2)*axis, atol=1e-11)
        # An antiferromagnetic pair keeps only the difference of tensors.
        difference = tensor(psi, "L2") - tensor(opposite, "L2")
        assert np.max(abs(difference)) < 1e-11
    axial = polarized(pair, Z)
    assert np.allclose(magnetic(axial, "L2"), g**2/3*Z, atol=1e-11)
    assert np.allclose(magnetic(axial, "L3"), (B**2/2 - g**2/3)*Z,
                       atol=1e-11)
    assert np.isclose(np.trace(tensor(axial, "L2")).real, 2*g**2/3)
    assert np.isclose(np.trace(tensor(axial, "L3")).real, 2 - 2*g**2/3)
    mix = rng.normal(size=2) + 1j*rng.normal(size=2)
    psi = pair @ (mix/np.linalg.norm(mix))
    tau = np.vdot(psi, L[2] @ psi).real/B**2
    assert np.allclose(magnetic(psi, "L2"), g**2/3*tau*Z, atol=1e-11)
assert largest_L2 < 1e-11 and smallest_L3 > 1e-2

# The cubic j = 1/2 hole has no L2 amplitude of any kind.
cubic = hole_doublet(hamiltonian(0))
assert np.max(abs(tensor(polarized(cubic, Z), "L2"))) < 1e-12

# Special splittings: zero axial moment, and zero axial L3 signal.
special = polarized(hole_doublet(hamiltonian(zeta)), Z)
axial_moment = np.vdot(special, (L[2] + 2*S[2]) @ special).real
assert abs(axial_moment) < 1e-12
special = polarized(hole_doublet(hamiltonian(1.5*zeta)), Z)
assert np.linalg.norm(magnetic(special, "L3")) < 1e-12
assert magnetic(special, "L2")[2] > 1e-2

# Full d shell: e_g admixture keeps the zero; empty pairs are nonmagnetic.
cubic_field, eg_split = 3.0, 0.5
for delta in (-0.4, -0.2, 0.2, 0.4):
    H = (hamiltonian(delta) + cubic_field*(projector(3) + projector(4))
         + eg_split*projector(3))
    vectors = np.linalg.eigh(H)[1]
    pair = vectors[:, 4:6]
    psi = polarized(pair, X)
    eg_weight = np.vdot(psi, projector(3) @ psi).real
    assert eg_weight > 1e-7
    assert np.linalg.norm(magnetic(psi, "L2")) < 1e-11
    assert np.linalg.norm(magnetic(psi, "L3")) > 0.1
    for edge in ("L2", "L3"):
        total = sum(magnetic(vectors[:, k], edge) for k in range(6, 10))
        assert np.linalg.norm(total) < 1e-11

# Lower site symmetry restores an in-plane L2 signal.
delta_case, ortho = -0.2, 0.1
H_ortho = hamiltonian(delta_case) + ortho/2*(projector(1) - projector(2))
pair = hole_doublet(H_ortho)
psi_o = polarized(pair, X)
a, b, c = [np.sqrt(np.vdot(psi_o, projector(k) @ psi_o).real)
           for k in range(3)]
predicted = np.array([(a-b)*(c-b), (a-c)*(b-c), (a-b)*(a-c)])/3
for k, axis in enumerate((X, Y, Z)):
    found = magnetic(polarized(pair, axis), "L2")
    assert np.allclose(found, predicted[k]*axis, atol=1e-11)
ortho_L2 = magnetic(psi_o, "L2")[0]
ortho_L3 = magnetic(psi_o, "L3")[0]
assert abs(ortho_L2) > 1e-5


def exchange_state(field):
    H = hamiltonian(delta_case) + field*S[0]
    return np.append(np.linalg.eigh(H[:6, :6])[1][:, -1], np.zeros(4))


exchange = 0.02
psi_h = exchange_state(exchange)
exch_L2 = magnetic(psi_h, "L2")[0]
exch_L3 = magnetic(psi_h, "L3")[0]
small = [magnetic(exchange_state(h), "L2")[0] for h in (2e-4, 1e-4)]
assert abs(small[1]) > 1e-7
assert abs(small[0]/small[1] - 2) < 0.02   # second-order remainder


def clean(x):
    return round(float(x), 4) + 0.0


print(f"spin-orbit constant zeta = {zeta:.2f} eV")
print("w is dimensionless, in units of <p_x|y|xy>^2")
print("states: Delta (eV), xy weight, j=1/2 overlap squared, g")
table = (-0.8, -0.4, -0.2, 0.0, 0.2, 0.4, 0.8)
j_half = cubic @ cubic.conj().T
for delta in table:
    psi = polarized(hole_doublet(hamiltonian(delta)), X)
    xy = np.vdot(psi, projector(0) @ psi).real
    overlap = np.vdot(psi, j_half @ psi).real
    E, A, B = closed_form(delta)
    assert np.isclose(overlap, (A + np.sqrt(2)*B)**2/3)
    print(f"{delta:5.1f} {xy:.4f} {overlap:.4f} "
          f"{clean(A-B/np.sqrt(2)):.4f}")
print("w: Delta (eV), in-plane L2, L3; axial L2, L3")
for delta in table:
    pair = hole_doublet(hamiltonian(delta))
    plane, axial = polarized(pair, X), polarized(pair, Z)
    values = [magnetic(plane, "L2")[0], magnetic(plane, "L3")[0],
              magnetic(axial, "L2")[2], magnetic(axial, "L3")[2]]
    print(f"{delta:5.1f} " + " ".join(f"{clean(v):.4f}" for v in values))
print(f"scan -2 to 2 eV: largest in-plane |w(L2)| = {largest_L2:.1e}")
print(f"scan -2 to 2 eV: smallest in-plane |w(L3)| = {smallest_L3:.4f}")
print(f"zero axial moment at Delta = {zeta:.2f} eV")
print(f"zero axial L3 signal at Delta = {1.5*zeta:.2f} eV")
E, A, B = closed_form(delta_case)
print(f"case Delta = {delta_case:.2f} eV: E = {E:.4f} eV")
print(f"A = {A:.4f}, B = {B:.4f}")
case = polarized(hole_doublet(hamiltonian(delta_case)), X)
white2 = np.trace(tensor(case, "L2")).real
white3 = np.trace(tensor(case, "L3")).real
print(f"t2g absorption strength L2 = {white2:.4f}, L3 = {white3:.4f}")
case_z = polarized(hole_doublet(hamiltonian(delta_case)), Z)
axial_ratio = (magnetic(case_z, "L2")[2]/magnetic(case_z, "L3")[2])**2
print(f"axial |w(L2)/w(L3)|^2 = {axial_ratio:.3e}")
print(f"orthorhombic splitting E(yz)-E(zx) = {ortho:.2f} eV")
print(f"amplitudes xy, yz, zx = {a:.4f}, {b:.4f}, {c:.4f}")
print(f"moment on x: w(L2) = {ortho_L2:.3e}, w(L3) = {ortho_L3:.4f}")
print(f"|w(L2)/w(L3)|^2 = {(ortho_L2/ortho_L3)**2:.3e}")
print(f"exchange term h S_x (S_x = +-1/2), h = {exchange:.2f} eV")
print(f"exchange: w(L2) = {exch_L2:.3e}, w(L3) = {exch_L3:.4f}")
print(f"|w(L2)/w(L3)|^2 = {(exch_L2/exch_L3)**2:.3e}")
print("tests ok")
```

Printed output:

```
spin-orbit constant zeta = 0.40 eV
w is dimensionless, in units of <p_x|y|xy>^2
states: Delta (eV), xy weight, j=1/2 overlap squared, g
 -0.8 0.0648 0.8772 -0.4292
 -0.4 0.1362 0.9446 -0.2881
 -0.2 0.2113 0.9811 -0.1683
  0.0 0.3333 1.0000 0.0000
  0.2 0.5000 0.9714 0.2071
  0.4 0.6667 0.8889 0.4082
  0.8 0.8638 0.7021 0.6685
w: Delta (eV), in-plane L2, L3; axial L2, L3
 -0.8 0.0000 0.1741 0.0614 0.4062
 -0.4 0.0000 0.2425 0.0277 0.4042
 -0.2 0.0000 0.2887 0.0094 0.3849
  0.0 0.0000 0.3333 0.0000 0.3333
  0.2 0.0000 0.3536 0.0143 0.2357
  0.4 0.0000 0.3333 0.0556 0.1111
  0.8 0.0000 0.2425 0.1489 -0.0808
scan -2 to 2 eV: largest in-plane |w(L2)| = 2.7e-16
scan -2 to 2 eV: smallest in-plane |w(L3)| = 0.0880
zero axial moment at Delta = 0.40 eV
zero axial L3 signal at Delta = 0.60 eV
case Delta = -0.20 eV: E = 0.3464 eV
A = 0.4597, B = 0.8881
t2g absorption strength L2 = 0.0189, L3 = 1.9811
axial |w(L2)/w(L3)|^2 = 6.012e-04
orthorhombic splitting E(yz)-E(zx) = 0.10 eV
amplitudes xy, yz, zx = 0.4558, 0.6838, 0.5698
moment on x: w(L2) = 8.658e-03, w(L3) = 0.2511
|w(L2)/w(L3)|^2 = 1.189e-03
exchange term h S_x (S_x = +-1/2), h = 0.02 eV
exchange: w(L2) = -1.139e-03, w(L3) = 0.2974
|w(L2)/w(L3)|^2 = 1.467e-05
tests ok
```
